\section*{How saturating McLean segregation curves type B grain-boundary diffusion profiles, part 1}

(Sections cited here and not found follow in the second part.)

\section{Leakage, similarity and the dilute tail}

\subsection{What scaling and symmetry fix}

Solute runs down a grain boundary of width $\delta$ and diffusivity $D_b$, and leaks sideways into grains of much smaller diffusivity $D$. After a time $t$ the leaked solute occupies a strip of width about $\sqrt{Dt}$ beside the boundary. If the atomic fraction in the grain at the boundary is $X$, the strip holds an amount proportional to $X\sqrt{Dt}$ per unit boundary area. The boundary must have delivered this amount. With a boundary fraction $sX$, where $s$ is the enrichment factor, the delivery at depth $y$ is of order $\delta D_b\,sX\,t/y^2$. Equating the two gives
\begin{equation}
y^2\sim s\delta D_b\sqrt{t/D}.
\label{eq:scale}
\end{equation}
The depth scale therefore grows as $t^{1/4}$.

A segregation isotherm relates two dimensionless quantities. Saturation introduces no length and no time; it introduces the surface coverage $\theta_0$, the fraction of segregation sites filled at $y=0$. With a constant source, and as long as boundary storage and diffusion along $y$ within the grains are negligible, the coverage must have the form
\begin{equation}
\theta(y,t)=F\!\left(\frac{y}{\Lambda(t)};\theta_0\right),\qquad
\Lambda^2=\frac{P}{2}\sqrt{\frac{t}{D}},\qquad P=s\delta D_b ,
\label{eq:form}
\end{equation}
where the factor 2 anticipates the two faces of the boundary.

A linear isotherm has a further symmetry: multiplying every concentration by one constant gives another solution. The shape of the logarithmic profile is then independent of the source level. Saturation breaks this symmetry, because $\theta$ cannot exceed one. Curvature caused by saturation can therefore change with source level, while a longer anneal merely stretches its depth scale, as long as the conditions behind \eqref{eq:scale} hold.

\subsection{Isotherm and transport in the boundary}

The boundary is a flat slab normal to the free surface. Let $y$ be depth below the surface and $x$ distance into one grain from the slab face. McLean's isotherm for a dilute grain, $X\ll1$, is
\begin{equation}
\frac{\theta}{1-\theta}=KX\equiv u,\qquad K=e^{E/k_BT},
\label{eq:mclean}
\end{equation}
with $E>0$ the energy gained by segregation and the excess entropy set to zero. A fraction $X_{\rm sat}$ of boundary sites can be filled, so the boundary atomic fraction is $X_{\rm sat}\theta$. For $\theta\ll1$ it becomes $sX$ with $s=X_{\rm sat}K$. Equal site densities are assumed in slab and grain, and local equilibrium at each depth.

One might expect site blocking to make $D_b$ depend on coverage as well. Consider atoms without mutual interaction that hop at rate $\Gamma$ to a neighbouring site if it is empty. With occupations $n_i=0$ or $1$, the mean net current from $i$ to $j$ is
\begin{equation}
J_{ij}=\Gamma\langle n_i(1-n_j)-n_j(1-n_i)\rangle
=\Gamma\langle n_i-n_j\rangle .
\label{eq:hop}
\end{equation}
The products $n_in_j$ cancel before averaging, so no assumption about correlations is needed. For site spacing $a$ the collective flux is $-D_b\,\partial\theta/\partial y$ with constant $D_b=\Gamma a^2$. As a test, the full master equation for three atoms on a closed six-site chain was compared at time $0.7/\Gamma$ with free diffusion from the same initial occupations. The mean occupations differed by at most $8\times10^{-16}$. The cancellation requires equal forward and backward rates and no interaction; it is a property of this hopping model.

Let $t$ now denote the total anneal time and $t'$ the running time. Solute balance in the slab reads
\begin{equation}
\delta X_{\rm sat}\frac{\partial\theta}{\partial t'}
=\delta X_{\rm sat}D_b\frac{\partial^2\theta}{\partial y^2}
+2D\left.\frac{\partial X}{\partial x}\right|_{x=0}.
\label{eq:slab}
\end{equation}
The flux into one grain is $-D\,\partial X/\partial x$. It is a loss for the slab, and there are two faces, hence the last term, which is negative during penetration. Put $X=u/K$, multiply by $K$, and scale with $x=\sqrt{Dt}\,\xi$, $y=\Lambda Y$ and $t'=t\tau$, where $\Lambda=\Lambda(t)$. Multiplication by $\sqrt{Dt}/(2D)$ then gives
\begin{align}
\alpha\,\theta_\tau&=\theta_{YY}+u_\xi\big|_{\xi=0},
&\alpha&=\frac{s\delta}{2\sqrt{Dt}},
\label{eq:slabscaled}\\
u_\tau&=u_{\xi\xi}+\beta^{-1}u_{YY},
&\beta&=\frac{P}{2D\sqrt{Dt}} .
\label{eq:grain}
\end{align}
The coefficient of $\theta_{YY}$ is $P\sqrt{Dt}/(2D\Lambda^2)$, which equals one because \eqref{eq:form} gives $\Lambda^2=\beta Dt$. The same relation produces $Dt/\Lambda^2=1/\beta$ in the grain equation.

Type B kinetics means $\alpha\ll1$, so that the slab stores little compared with the grains, and $\beta\gg1$, so that diffusion along $y$ within the grains is slow compared with supply by the boundary. Grains must also be much wider than $\sqrt{Dt}$. From \eqref{eq:mclean}, $d\theta=(1-\theta)^2du$, so the storage term equals $\alpha(1-\theta)^2u_\tau$. Its capacity factor is largest in the dilute tail, not at the nearly full surface.

\subsection{The nonlinear leakage law}

Set $\alpha=0$ and $1/\beta=0$. At each depth the grain is a half-line with wall value $u(Y,\tau)$ and no solute at $\tau=0$. A Laplace transform in $\tau$, with variable $p$ and marked by a hat, turns $u_\tau=u_{\xi\xi}$ into $p\hat u=\hat u_{\xi\xi}$. The solution that decays into the grain is $\hat u(Y,p)\,e^{-\sqrt p\,\xi}$, so
\begin{equation}
-\hat u_\xi\big|_0=\sqrt p\,\hat u=p\,\frac{\hat u}{\sqrt p}.
\end{equation}
Because $1/\sqrt p$ is the transform of $1/\sqrt{\pi\tau}$, and the convolution vanishes at $\tau=0$,
\begin{equation}
-u_\xi\big|_0=\mathcal H[u]\equiv
\frac{\partial}{\partial\tau}\int_0^\tau
\frac{u(Y,\sigma)}{\sqrt{\pi(\tau-\sigma)}}\,d\sigma .
\label{eq:half}
\end{equation}
This is a half derivative in time. It is linear in $u$ because diffusion in the grain is linear. Substitution in \eqref{eq:slabscaled} gives the type B equation
\begin{equation}
\boxed{\;\theta_{YY}=\mathcal H\!\left[\frac{\theta}{1-\theta}\right].\;}
\label{eq:typeb}
\end{equation}
The nonlinearity sits wholly in the leakage. A given boundary atom contributes to the wall concentration in proportion to $1/(1-\theta)$: in a nearly full boundary, a small increase of coverage requires a large increase of $X$, and that drives solute into the grain.

\subsection{Similarity form and measured content}

The solute in one grain at a given depth is $M=\int_0^\infty u\,d\xi$. Integrating $\hat u e^{-\sqrt p\,\xi}$ over $\xi$ gives $\hat M=\hat u/\sqrt p$, so $M$ is the integral in \eqref{eq:half} and \eqref{eq:typeb} reads $\theta_{YY}=M_\tau$. Take $\theta$ and $u$ to depend on
\begin{equation}
\eta=\frac{Y}{\tau^{1/4}} .
\end{equation}
With $\sigma=\tau q$, the wall value at the earlier time is $u(\eta q^{-1/4})$, and
\begin{equation}
M=\sqrt\tau\,m(\eta),\qquad
m(\eta)=\frac1{\sqrt\pi}\int_0^1
\frac{u(\eta q^{-1/4})}{\sqrt{1-q}}\,dq .
\label{eq:m}
\end{equation}
Since $\partial\eta/\partial\tau=-\eta/(4\tau)$,
\begin{equation}
M_\tau=\tau^{-1/2}\left(\frac m2-\frac{\eta m'}4\right),
\qquad \theta_{YY}=\tau^{-1/2}\theta'' ,
\end{equation}
and the powers of $\tau$ cancel:
\begin{equation}
\theta''=\frac m2-\frac{\eta m'}4,\qquad
\theta(0)=\theta_0,\quad\theta(\infty)=0 .
\label{eq:sim}
\end{equation}
This confirms \eqref{eq:form}. For parallel boundaries a distance $d$ apart, the atomic fraction averaged over a thin section at the end of the anneal is
\begin{equation}
\bar X(y)=\frac{2\sqrt{Dt}}{Kd}\,m(y/\Lambda),
\label{eq:section}
\end{equation}
from two grain sides per boundary, $X=u/K$ and $x=\sqrt{Dt}\,\xi$. The solute in the slab itself is neglected here, as is solute that enters the grains directly through the surface.

The linear isotherm $u=\theta$ supplies the reference. Equation \eqref{eq:typeb} becomes $\hat u_{YY}=\sqrt p\,\hat u$, and for a unit source
\begin{equation}
\hat u_{\rm lin}=\frac{e^{-Yp^{1/4}}}{p},\qquad
\hat M_{\rm lin}=\frac{e^{-Yp^{1/4}}}{p^{3/2}} .
\label{eq:lin}
\end{equation}
At $\tau=1$ the inverse transform contains $\exp(p-\eta p^{1/4})$. The exponent is stationary at $p=(\eta/4)^{4/3}$, where it equals $-3(\eta/4)^{4/3}$. The leading deep decay is thus a $4/3$ power of depth. A plot against $y^{6/5}$, used below, straightens the profile only approximately and over a finite range, so curvature will be judged here against the linear-isotherm profile rather than against a straight line.

\subsection{An ordering rule}

Several statements about the tail follow from one comparison. Let $w(\xi,Y,\tau)$ obey $w_\tau=w_{\xi\xi}$, and let $v(Y,\tau)$ have the same sign as the wall value $w(0,Y,\tau)$, with
\begin{equation}
v_{YY}+w_\xi\big|_0=r,\qquad r\le0 .
\label{eq:lemma}
\end{equation}
Suppose $w\ge0$ initially and $v\ge0$ at $Y=0$ and $Y=\infty$. Then $w\ge0$ at later times, for fields smooth enough to integrate by parts and decaying into the grain.

To show this, let $N\ge0$ be the integral of $-w$ over all points where $w<0$. In one column, each interval $(a,b)$ of negative $w$ contributes $-\int_a^b w_{\xi\xi}\,d\xi=w_\xi(a)-w_\xi(b)$ to $dN/d\tau$. Where $w$ passes from positive to negative its slope is not positive, and where it returns its slope is not negative, so interior ends contribute nothing positive. What can remain is $w_\xi|_0$ in columns whose wall value is negative. By \eqref{eq:lemma},
\begin{equation}
\frac{dN}{d\tau}\le\int_{v<0}w_\xi\big|_0\,dY
=\int_{v<0}(r-v_{YY})\,dY\le0 ,
\end{equation}
where the same argument about end slopes has been applied to $v$ along $Y$. Since $N$ starts at zero and cannot grow, it stays zero.

Apply the rule to the difference of two solutions of \eqref{eq:typeb}. Then $v=\theta_1-\theta_2$ has the sign of $u_1-u_2$ because the isotherm increases, and $r=0$. More initial solute therefore gives at least as much solute later. With a constant source, the state at any time $h>0$ contains at least as much as the empty initial state, so the solution restarted from it stays above the original one. Hence $u$ does not decrease with time at fixed depth, and $\theta(\eta)$ does not increase with $\eta$.

\subsection{The tail is a reduced linear profile}

In \eqref{eq:m} the argument $\eta q^{-1/4}$ is never smaller than $\eta$. At a given depth the history involves values that now lie at that scaled depth or deeper. Choose $\eta_1$ such that $\theta\ll1$ for $\eta>\eta_1$. To leading order in $\theta$, this region obeys the linear equation with a constant value on the advancing edge $Y=\eta_1\tau^{1/4}$. A multiple of $u_{\rm lin}$ obeys the same equation and can match the edge value. The ordering rule, applied to the difference and to its negative, makes the solution unique; the advance of the edge removes columns and cannot increase $N$. Therefore
\begin{equation}
u\to A\,u_{\rm lin}(\eta),\qquad m\to A\,m_{\rm lin}(\eta)
\label{eq:tail}
\end{equation}
deep in the profile. Saturation near the surface rescales the tail without changing its shape.

The constant is bounded. The excess
\begin{equation}
u-\theta=\frac{\theta^2}{1-\theta}
\end{equation}
rises with time from zero at fixed depth. Integrating \eqref{eq:half} by parts for a function $f$ that starts from zero gives
\begin{equation}
\mathcal H[f]=\int_0^\tau\frac{f_\sigma}{\sqrt{\pi(\tau-\sigma)}}\,d\sigma,
\label{eq:parts}
\end{equation}
so $\mathcal H[u-\theta]\ge0$. Now let $w$ be the lateral diffusion field with wall value $v=\theta_0u_{\rm lin}-\theta$. Then
\begin{equation}
v_{YY}+w_\xi\big|_0
=\mathcal H[\theta_0u_{\rm lin}-u]-\mathcal H[\theta_0u_{\rm lin}-\theta]
=-\mathcal H[u-\theta]\le0 .
\end{equation}
The ordering rule gives $\theta\le\theta_0u_{\rm lin}$, and in the tail, where $u\simeq\theta$,
\begin{equation}
\boxed{\;A\le\theta_0<1.\;}
\label{eq:bound}
\end{equation}
A linear isotherm with the same source would have amplitude $u_0=\theta_0/(1-\theta_0)$, which grows without limit as the boundary fills. The saturating tail cannot follow it.

\section{Curvature, apparent diffusivity and a worked case}

\subsection{Quantities carried forward}

The coverage $\theta$ and the scaled grain fraction $u=KX$ satisfy $u=\theta/(1-\theta)$, with values $\theta_0$ and $u_0$ at the surface. Depth is $y=\Lambda\eta$ with $\Lambda^2=(P/2)\sqrt{t/D}$ and $P=s\delta D_b$, and $m(\eta)$ is the scaled solute content beside the boundary. Leakage is the half derivative $\mathcal H[u]$, so the type B equation is \eqref{eq:typeb}. Its tail is $A$ times the unit-source linear profile $m_{\rm lin}$, with $A\le\theta_0$. The small parameters left out are $\alpha=s\delta/(2\sqrt{Dt})$ for boundary storage and $1/\beta$ for depth diffusion in the grain.

\subsection{The curvature in Fisher's approximation}

Fisher's approximation evaluates the leakage as if the wall had held its present concentration throughout the anneal. For constant $u$ the integral in \eqref{eq:half} is $2u\sqrt{\tau/\pi}$, whose derivative is $u/\sqrt{\pi\tau}$. At $\tau=1$, in ordinary depth,
\begin{equation}
\frac{d^2\theta}{dy^2}=\frac1{L^2}\frac{\theta}{1-\theta},
\qquad L^2=\sqrt\pi\,\Lambda^2 .
\label{eq:fisher}
\end{equation}
Multiply by $d\theta/dy$ and integrate from the deep end, where $\theta$ and its slope vanish. Since $q/(1-q)=-1+1/(1-q)$,
\begin{equation}
\frac{L^2}2\left(\frac{d\theta}{dy}\right)^2
=\int_0^\theta\frac{q\,dq}{1-q}=-\ln(1-\theta)-\theta .
\end{equation}
Coverage falls with depth, so the negative root applies:
\begin{equation}
-L\frac{d\theta}{dy}=G(\theta),\qquad
G(\theta)=\sqrt{2[-\ln(1-\theta)-\theta]} .
\label{eq:G}
\end{equation}
In this approximation the grain content is proportional to $u$. From $d\ln u=d\theta/[\theta(1-\theta)]$, the logarithmic slope is
\begin{equation}
\boxed{\;S(\theta)\equiv-L\frac{d\ln u}{dy}
=\frac{G(\theta)}{\theta(1-\theta)} .\;}
\label{eq:S}
\end{equation}
Expanding the logarithm,
\begin{equation}
\frac{G^2}{\theta^2}=2\sum_{k\ge2}\frac{\theta^{k-2}}k
=1+\frac{2\theta}3+\frac{\theta^2}2+\cdots .
\end{equation}
All coefficients are positive, so $G/\theta$ increases with $\theta$; so does $1/(1-\theta)$, and hence $S$. To first order $G/\theta=1+\theta/3$ and $1/(1-\theta)=1+\theta$, so
\begin{equation}
S=1+\tfrac43\theta+O(\theta^2) .
\end{equation}
Coverage decreases with depth, so the logarithmic profile is steepest at the surface and flattens toward slope $1/L$. With a linear isotherm the same calculation gives $S=1$ throughout, a straight line. Within Fisher's model the curvature is thus due to the factor $1/(1-\theta)$ in the isotherm. It enters twice: through the leakage, which supplies $\theta/3$ of the first-order term, and through the conversion from coverage to grain content, which supplies $\theta$. As $\theta\to1$, $S$ diverges.

The amplitude of the tail follows from \eqref{eq:G}. Separating variables and subtracting $1/q$ from the integrand,
\begin{equation}
\frac yL=\int_\theta^{\theta_0}\frac{dq}{G(q)}
=\ln\frac{\theta_0}\theta+
\int_\theta^{\theta_0}\left(\frac1G-\frac1q\right)dq .
\end{equation}
Solving for $\theta e^{y/L}$ and letting $\theta\to0$ gives
\begin{equation}
u\to A_Fe^{-y/L},\qquad
A_F=\theta_0\exp\int_0^{\theta_0}\left(\frac1G-\frac1q\right)dq .
\label{eq:AF}
\end{equation}
The integrand tends to $-1/3$ at $q=0$ and to $-1$ at $q=1$, so $A_F$ has a finite limit, $0.662$, as $\theta_0\to1$. However high $u_0$ is made, Fisher's tail has this ceiling.

Fisher's leakage is too weak when the wall concentration has been rising. In \eqref{eq:parts} the weight $1/\sqrt{\pi(\tau-\sigma)}$ is at least $1/\sqrt{\pi\tau}$, so $\mathcal H[u]\ge u/\sqrt{\pi\tau}$: recently arrived solute has a steeper gradient beside it. The approximation also overstates the grain content belonging to a given present wall value, since earlier values were lower. Both errors raise the calculated content, and quantitative work therefore uses \eqref{eq:sim}.

Saturation steepens the profile near the surface, while the dilute tail keeps the shape of the linear-isotherm profile with an amplitude no greater than $\theta_0$. It remains to find how this affects the value of $P$ read from a measured slope, to work through a numerical example, and to examine the limits of the model.
